# Comment on the Claim That Annealing Removes Every Block-Copolymer Defect

**The argument under review.** The manuscript considers line-space patterning with a lamella-forming diblock copolymer on a guiding template. It reasons as follows. A dislocation costs a free energy far above the thermal energy. Its equilibrium density is therefore negligible. Annealing brings the film to equilibrium. Hence any dislocation seen after a bake shows that the bake was slightly too short, and a modest extension will remove it.

The first two statements can stand. The third is true without a time limit, and the conclusion needs one. I ask below what sets the time, estimate it for a film like the authors', and examine how far the estimate can be trusted. Free energies are in units of $kT$, so tensions are in nm$^{-2}$.

## What equilibrium does and does not fix

Let $n$ be the number of defects per area and $n_s$ the number of sites where one could sit. A defect heals at rate $k_f$; a perfect site acquires one at rate $k_b$. With independent sites,

$$\frac{dn}{dt}=-k_f n+k_b(n_s-n).$$

Setting the left side to zero gives $n_{eq}=n_sk_b/(k_f+k_b)$. Subtracting this constant from $n$ leaves a linear decay:

$$n(t)=n_{eq}+(n_0-n_{eq})e^{-(k_f+k_b)t}.$$

At equilibrium, healing and creation events balance, so $k_b/k_f=e^{-\Delta F}$, where $\Delta F$ is the excess free energy of the defect. A large $\Delta F$ makes $n_{eq}$ small and makes $k_b$ negligible beside $k_f$. It says nothing about $k_f$. The decay time is $\tau\approx1/k_f$, and $k_f$ depends on the barrier $F^*$ that must be climbed from the defect state. The manuscript uses $\Delta F$ where $F^*$ is needed.

To remove a dislocation, domains must be reconnected. One block has to form a neck across a domain of the other, which creates interface before any is saved. I take this first neck as the slow step and assume that the defect heals downhill afterwards. The cost then follows from the interfacial tension and the domain thickness.

## Tension and period

Take a symmetric diblock of $N$ segments, with segment length $b$, $\rho$ segments per volume and interaction parameter $\chi$.

**Tension.** For long chains in a field $W$, the chain propagator near the interface is dominated by its ground state $\psi$, with $\phi=\psi^2$ and $(b^2/6)\psi''=W\psi$, the bulk field being zero. The ground-state energy then vanishes, and the conformational free energy per segment volume is what remains after the field energy is subtracted:

$$-\int W\phi\,dz=-\frac{b^2}{6}\int\psi\psi''dz=\frac{b^2}{6}\int\psi'^2dz.$$

The boundary terms vanish because $\psi'\to0$ far away. Incompressibility is satisfied by $\psi_A=\cos\theta$, $\psi_B=\sin\theta$. The mixing energy is $\chi\phi_A\phi_B=\tfrac14\chi\sin^22\theta$, so

$$\gamma=\rho\int\left[\frac{\chi}{4}\sin^22\theta+\frac{b^2}{6}\theta'^2\right]dz.$$

The bracket equals

$$\left(\frac{\sqrt\chi}{2}\sin2\theta-\frac{b\theta'}{\sqrt6}\right)^2+b\sqrt{\frac{\chi}{6}}\,\theta'\sin2\theta .$$

The minimum has zero square. The last term integrates over $\theta$ from $0$ to $\pi/2$, where $\int\sin2\theta\,d\theta=1$. Hence

$$\gamma=\rho b\sqrt{\chi/6}.$$

At the centre, $\theta=\pi/4$ and $\theta'=\sqrt{6\chi}/(2b)$. The width defined by the central slope of $\phi$ is therefore $w=1/\theta'=2b/\sqrt{6\chi}$.

**Stretching.** In strong segregation each block forms a molten brush of height $h$. A block of $N_b$ segments runs from a free end at $z_0$ to the interface at $z=0$. Its most probable path obeys an equation of motion in which segment number plays the part of time, and the tension-free end starts at rest. Every path must arrive after the same $N_b$ segments, whatever its $z_0$, which is the property of a harmonic oscillator. A quarter period gives

$$\left|\frac{dz}{dn}\right|=\frac{\pi}{2N_b}\sqrt{z_0^2-z^2}.$$

The end distribution $g(z_0)=z_0/(h\sqrt{h^2-z_0^2})$ fills the brush uniformly, because

$$\int_z^h\frac{z_0\,dz_0}{\sqrt{(h^2-z_0^2)(z_0^2-z^2)}}=\frac{\pi}{2}$$

does not depend on $z$. The stretching energy of one path is

$$\frac{3}{2b^2}\int_0^{z_0}\left|\frac{dz}{dn}\right|dz=\frac{3}{2b^2}\,\frac{\pi}{2N_b}\,\frac{\pi z_0^2}{4}=\frac{3\pi^2z_0^2}{16N_bb^2}.$$

Since $\langle z_0^2\rangle=2h^2/3$, the mean per block is $\pi^2h^2/(8N_bb^2)$.

**Period.** A domain of thickness $L/2$ holds two facing brushes, so $h=L/4$ and $N_b=N/2$. There are two interfaces per period, so each chain occupies interfacial area $2N/(\rho L)$. Adding both blocks and the interface gives, per chain,

$$f(L)=\frac{\pi^2L^2}{32Nb^2}+\frac{2N\gamma}{\rho L}.$$

Setting $f'(L)=0$ gives

$$L^3=\frac{32}{\pi^2}N^2b^3\sqrt{\frac{\chi}{6}}.$$

Multiplying the same condition by $L$ shows that the stretching energy is half the interfacial energy.

## The cost of a neck

Consider two parallel interfaces a distance $d=L/2$ apart, joined by a neck of waist radius $c$. Let each interface bend towards the midplane by $\xi(r)$, with $\xi(c)=d/2$. I hold it flat beyond $r=d$, a modelling choice; a larger free region could only lower the minimal area. The choice matters: with a free radius of $2d$, the area-only barrier found below would fall by about 27%, and the lifetime depends on it exponentially. The excess area is

$$A=4\pi\int_c^d r\sqrt{1+\xi'^2}\,dr-2\pi d^2.$$

At fixed $c$ the integral is convex in $\xi'$, so a stationary shape is a minimum. Because $\xi$ itself does not appear, $r\xi'/\sqrt{1+\xi'^2}=-a$ is constant, which gives

$$\xi'=-\frac{a}{\sqrt{r^2-a^2}},\qquad a\le c.$$

This is a catenoid. The steepest choice, $a=c$, spans a height $cX$ on each side, with $X=\operatorname{arcosh}(d/c)$. For a thin neck $2cX<d$, and a vertical wall of height $d-2cX$ supplies the rest. Using

$$\int_c^d\frac{r^2dr}{\sqrt{r^2-c^2}}=\frac12\left[d\sqrt{d^2-c^2}+c^2X\right],$$

the excess area becomes

$$A=2\pi\left[d\sqrt{d^2-c^2}+c^2X\right]+2\pi c(d-2cX)-2\pi d^2.$$

With $dX/dc=-d/(c\sqrt{d^2-c^2})$, the square-root terms cancel in the derivative:

$$\frac{dA}{dc}=2\pi(d-2cX).$$

The area grows until $2cX=d$. Beyond that point $a<c$ and no wall is needed. Moving the inner edge of a relaxed sheet then changes its area by

$$\frac{dA}{dc}=-\frac{4\pi c}{\sqrt{1+\xi'(c)^2}}=-4\pi\sqrt{c^2-a^2}<0.$$

The point $2cX=d$ is thus the top of the barrier. With $u=d/c$ it reads $\cosh(u/2)=u$. The larger root, $u=4.25$, is the thin neck; the smaller root is a wide, stable neck on the far side.

At the top the wall vanishes, $d=c\cosh(u/2)$ and $X=u/2$, so

$$A^*=2\pi c^2\left[\tfrac12\sinh u+\tfrac u2-\tfrac12(1+\cosh u)\right]=\pi d^2\,\frac{u-1-e^{-u}}{u^2}=0.5625\,d^2.$$

The lamellae stand upright, and a neutral film surface meets the interfaces at right angles. It can therefore cut the neck in half through its axis, and the cheaper route is a half-neck:

$$F^*=\tfrac12\gamma A^*=0.281\,\gamma d^2.$$

For comparison, rigid interfaces joined by a straight cylinder have $A=2\pi(cd-c^2)$, with maximum $\pi d^2/2$ at $c=d/2$. That is 2.8 times the relaxed value. The freedom of the interfaces matters greatly, and a barrier quoted without stating it means little.

**Scaling.** Inserting $d=L/2$ and the period gives

$$F^*=K\sqrt{\bar N}\,(\chi N)^{5/6},\qquad \sqrt{\bar N}=\rho b^3\sqrt N,$$

with

$$K=\frac{A^*}{8d^2}\left(\frac{32}{\pi^2}\right)^{2/3}6^{-5/6}=0.0346.$$

The powers follow from $d^2\propto N^{4/3}\chi^{1/3}$ and $\gamma\propto\chi^{1/2}$. At fixed $\chi N$, longer chains have a higher barrier because more of them share the neck. At fixed $\chi$, $F^*$ grows as $L^2$; at fixed period, as $\sqrt\chi$.

## From barrier to lifetime

Let the waist radius diffuse with coefficient $D$ in the free energy $F(c)=\frac12\gamma A(c)$. The mean time $T(c)$ to reach the wide neck at $c_w$ obeys $D(T''-F'T')=-1$. Multiplying by $e^{-F}$ turns the left side into $D(e^{-F}T')'$. With no flux through $c=0$ and $T(c_w)=0$, two integrations give

$$\tau=T(0)=\frac1D\int_0^{c_w}dy\,e^{F(y)}\int_0^ydz\,e^{-F(z)}.$$

For a high barrier, the inner integral is governed by the initial slope $F'(0)=\pi\gamma d$ and is close to $1/F'(0)$. The outer one is nearly a Gaussian at the top. Thus

$$\tau\approx\tau_0e^{F^*},\qquad \tau_0=\frac{1}{DF'(0)}\sqrt{\frac{2\pi}{|F''(c^*)|}},$$

where differentiating $dA/dc$ once more gives

$$|F''(c^*)|=2\pi\gamma\left(\frac u2-\frac{1}{\sqrt{1-u^{-2}}}\right).$$

The approximation becomes poor when $F^*$ is only a few $kT$, because removal is then no longer a rare event. Quick healing, as the manuscript expects, does not require so low a barrier: in the 20 nm example below, about 12 $kT$ is low enough.

## Numbers for a film of this kind

I take round parameters: $b=0.7$ nm, $\rho=5.5$ nm$^{-3}$, $N=400$ and $\chi=0.02+(30\ \mathrm K)/T$. The film is 25 nm thick and is baked for 300 s at 523 K. I set $D=1000$ nm$^2$/s, the least certain input.

Then $\chi=0.0773$ and $\chi N=30.9$. The tension is $\gamma=5.5\times0.7\times\sqrt{0.0773/6}=0.437$ nm$^{-2}$, or 3.2 mN/m. The period is 27.2 nm and the gap $d$ is 13.6 nm. The barrier is

$$F^*=0.281\times0.437\times13.62^2\approx22.8,$$

or 1.03 eV. The rigid cylinder would give 64 $kT$.

The initial slope is $\pi\times0.437\times13.6\approx18.7$ nm$^{-1}$ and the curvature is about 3.0 nm$^{-2}$, so $\tau_0=7.7\times10^{-5}$ s. The high-barrier formula gives $\tau=6.1\times10^5$ s. Evaluating the double integral by the trapezoidal rule gives $6.6\times10^5$ s, about 7% above the formula. The model lifetime is 7.6 days. It rests on the strong-segregation period, which is about 6% too large at this $\chi N$: self-consistent field theory gives 25.8 nm, and at the same tension this lowers the barrier to 20.4 $kT$ and the lifetime about tenfold, to $6\times10^4$ s. I keep the strong-segregation values below. Its prefactor is rough: the neckless state is given a width $1/F'(0)\approx0.05$ nm, far below a segment length, and widening that state by one segment would lengthen the lifetime more than tenfold.

Now compare the two free energies. A wall of width $d$ through the film costs $\gamma d\times25\ \mathrm{nm}\approx149\,kT$, which I use only as the order of magnitude of $\Delta F$. With one site per $L^2$, an equilibrium density below 0.01 cm$^{-2}$ needs only $\Delta F>30\,kT$. On this estimate the authors are right that equilibrium is essentially free of defects: even half this $\Delta F$ would put $n_{eq}$ below $10^{-20}$ cm$^{-2}$, small but not zero.

Suppose the film starts with 1000 defects per cm$^2$. After the bake, $1000\,e^{-300/(6.6\times10^5)}\approx999.5$ remain. With $n_{eq}$ negligible, reaching 0.01 cm$^{-2}$ takes

$$t=\tau\ln\frac{n_0}{n_{target}}=11.5\,\tau\approx7.6\times10^6\ \mathrm s,$$

or 88 days. With this model lifetime, the modest extension proposed in the manuscript would change nothing visible.

**A hotter bake.** At 553 K, with $N$ and $D$ unchanged, $\chi$ falls to 0.0742 and the barrier to 22.0 $kT$. The lifetime is about halved, to $3.2\times10^5$ s. A real $D$ would also rise with temperature, which helps further, but the polymer's thermal stability limits this route.

**A case where the argument works.** Keep $\chi$, $D$ and the 300 s bake, and shorten the chains. Solving $\tau\ln(n_0/n_{target})=300$ s numerically, with the full integral, gives $N=252$ and a period of 20.0 nm. Within this model, shorter periods clear in time and longer ones do not. At that limit $\chi N=19.5$, nearer the ordering transition, where strong-segregation theory is less accurate: self-consistent field theory gives these chains a period of 18.2 nm and an interface width of 3.2 nm. The 20 nm figure illustrates how sharply the outcome depends on $L$; it is not a design limit.

## How far the estimate can be trusted

The exponential turns moderate errors in $F^*$ into large errors in $\tau$, so the neglected effects must be sized.

**Chain stretching.** Per interfacial area, a brush stores stretching energy $Bh^3$, since the number of chains per area is proportional to $h$ and the energy of each to $h^2$. At rest the two brushes store $2Bh^3=\gamma/2$. Displacing the interface by $\xi$ lengthens one and shortens the other:

$$B\left[(h+\xi)^3+(h-\xi)^3-2h^3\right]=6Bh\xi^2=\frac{6\gamma\xi^2}{d^2},$$

where $B=\gamma/(4h^3)$ and $h=d/2$ were used. Integrated numerically over the half-neck's saddle shape, this adds 29 $kT$. Where interface is removed inside the neck, the brushes attached to it release stretching energy of at most $\frac12\gamma\pi c^2\approx7\,kT$, with $c=3.2$ nm; the cost of filling the neck with stretched chains is not counted. The estimate also lets the two sides of an interface hold different numbers of chains per area, although each junction joins one block on either side; the chain tilting needed to reconcile them is not counted. Together, these terms are as large as the barrier itself. They cannot simply be added to it, because the shape would relax and the saddle would move. Relaxing the shape with the term $6\gamma\xi^2/d^2$ included gives a barrier of about 26 $kT$ if the release in the neck is complete and about 37 $kT$ if there is none. With complete release the result is unchanged when the free radius is enlarged from $d$ to $1.6d$, because stretching confines the bending. Within this treatment, the area-only barrier is too low for sharp interfaces.

**Finite interface width.** The long-chain formula gives $w=2.1$ nm, not small beside the waist radius. As a rough measure, shorten both the gap and the free radius from $d$ to $d-w$. The barrier drops to 16.4 $kT$ and the lifetime to $1.4\times10^3$ s. The target then needs $1.6\times10^4$ s, or about 4.4 hours. If ten independent sites around the defect can each start a neck, this becomes $1.6\times10^3$ s, still five times the bake. A value of $D$ between five and six times larger would remove that difference. Keeping the free radius at $d$ would nearly do so too, because it lowers the barrier to about 15 $kT$. The long-chain formula also understates the width: self-consistent field theory at $\chi N=30.9$ gives $w=2.8$ nm and a period of 25.8 nm. With these values and the same tension, the shortened-gap barrier is about 12 $kT$, and a single site reaches the target in about 330 s, close to the bake.

The two effects pull in opposite directions, and I cannot say from this model which wins. The week-long lifetime is therefore an estimate with an uncertainty of orders of magnitude, not a prediction for a given film. What survives is the structure of the result: for defects that share one lifetime, the bake time must be compared with $\tau\ln(n_0/n_{target})$, and a large $\Delta F$ does not make that time short.

**Relation to real films.** The example depends on the chosen value $\chi\approx0.08$. At fixed period, halving $\chi$ divides the barrier by $\sqrt2$, to about 16 $kT$, and also widens the interface, which lowers it further. With the gap shortened by the wider interface, as above, the barrier is only about 10 $kT$ and the target is reached in about 50 s, well within the bake. This uses the long-chain width of 2.9 nm; at this $\chi N\approx18$ self-consistent field theory gives about 4.6 nm, which lowers the barrier further. For such films the manuscript's expectation of quick healing can hold. Real dislocations also break the assumption of parallel interfaces: near the core the gap varies. If a neck can start where the gap is 15% smaller, and the free radius shrinks with it, the same formula gives about 16 $kT$, close to the shortened-gap estimate. A strongly preferential surface may instead forbid the half-neck; a full neck costs twice as much in this model, provided the film is thicker than the $2d$ its free region spans. The 25 nm film of the example falls just short of this.

## Requested revision

The authors should replace their conclusion about a modest extension by a statement with a clock in it. When the equilibrium density is negligible and all defects share one lifetime $\tau$, a defect density still above the target after a bake shows that the bake was shorter than the clearing time $\tau\ln(n_0/n_{target})$. It does not show that the defects are thermodynamically favoured, nor that a slightly longer bake will suffice. To separate these cases, the authors could measure defect density against bake time at several temperatures. An exponential decay towards zero would give $\tau$, and with it the extension needed. If barriers vary from defect to defect, the decay slows as it proceeds, and the clearing time is longer than its early part suggests. A density that stays flat over the accessible times would not by itself prove equilibrium: in the example above, the density changes by less than 0.1% during the bake while its equilibrium value is practically zero. Starting from films with different initial defect densities would help, because equilibrium forgets the starting density and a trapped film does not.

Numerical values quoted here were computed with a short program.
